# Ballistic injection velocity at zero temperature, evaluated for a silicon film: verification in Python

```python
"""Ballistic injection velocity of a two-dimensional electron gas.

Result under test: at zero temperature, with only states k_x > 0 filled
(saturated drain), flux / density = 4/(3 pi) * v_F, where v_F = hbar k_F / m
and k_F = sqrt(8 pi n / g) is the radius of the occupied half disk.
n: sheet density at the barrier top, g: spin times valley degeneracy,
m: isotropic in-plane mass, E_F: Fermi energy above the subband edge,
u = q V_D / E_F: reduced drain voltage.
Example: (100) silicon film, lowest subband (two valleys).
"""
import numpy as np
import mpmath as mp
from scipy.constants import hbar, m_e, e, k as k_B, pi
from scipy.linalg import eigh_tridiagonal

# Inputs (SI)
mass_t, mass_l = 0.19 * m_e, 0.92 * m_e
g = 4
density = 5.0e16
thickness = 3.0e-9
temperature = 300.0

# Derived formulas
k_F = np.sqrt(8 * pi * density / g)
v_F = hbar * k_F / mass_t
E_F = (hbar * k_F) ** 2 / (2 * mass_t)
v_inj = 4 / (3 * pi) * v_F
v_from_density = 8 * hbar / (3 * mass_t) * np.sqrt(2 * density / (pi * g))
assert abs(v_from_density / v_inj - 1) < 1e-12

# Discrete states of a square box, antiperiodic in x and periodic in y.
# Only k_x > 0 is listed; left movers are the mirror images.
box = 1.0e-5
n_max = 950
kx = 2 * pi / box * (np.arange(n_max) + 0.5)
ky = 2 * pi / box * np.arange(-n_max, n_max + 1)
energy = (hbar ** 2 / (2 * mass_t) * (kx[:, None] ** 2 + ky ** 2)).ravel()
velocity = np.repeat(hbar * kx / mass_t, ky.size)
order = np.argsort(energy)
energy = energy[order]
velocity_sum = np.concatenate(([0.0], np.cumsum(velocity[order])))
n_orbitals = int(round(density * box ** 2 / g))

# Saturation: fill the lowest right-moving states one by one
E_top = energy[n_orbitals - 1]
v_count = velocity_sum[n_orbitals] / n_orbitals
J_count = g * e * velocity_sum[n_orbitals] / box ** 2
J = e * density * v_inj
assert abs(E_top / E_F - 1) < 5e-4
assert abs(v_count / v_inj - 1) < 3e-4
assert abs(J_count / J - 1) < 3e-4


def fill_both_sides(drain_energy):
    """Fill both half disks at fixed density; return source level, velocity."""
    low, high = 0.0, 1.05 * energy[n_orbitals - 1]
    for _ in range(60):
        level = 0.5 * (low + high)
        right = np.searchsorted(energy, level)
        left = np.searchsorted(energy, level - drain_energy)
        if right + left < n_orbitals:
            low = level
        else:
            high = level
    right = np.searchsorted(energy, high)
    left = np.searchsorted(energy, high - drain_energy)
    flux = velocity_sum[right] - velocity_sum[left]
    return high, flux / (right + left)


drain_rows = []
for u in (0.25, 0.5, 0.75, 1.0, 1.5):
    s = min(u, 1.0)
    ratio = ((1 + s) / 2) ** 1.5 - ((1 - s) / 2) ** 1.5
    _, v_sum = fill_both_sides(u * E_F)
    assert abs(v_sum / v_inj - ratio) < 1e-3
    drain_rows.append((u, ratio, v_sum / v_inj))

# Equilibrium full disk at the same density
E_full, v_zero_bias = fill_both_sides(0.0)
v_F_full = np.sqrt(2 * E_full / mass_t)
assert abs(E_full / E_F - 0.5) < 5e-4
assert abs(v_zero_bias) < 1e-9 * v_inj
assert abs(v_count / v_F_full - 4 * np.sqrt(2) / (3 * pi)) < 5e-4


def thermal_sum(t):
    """Saturated gas at t = kT/E_F: density ratio, velocity ratio, mu/E_F."""
    mu = 1 + t * np.log(-np.expm1(-1 / t))
    step = 0.005
    qx = step * (np.arange(800) + 0.5)
    qy = step * (np.arange(-800, 800) + 0.5)
    x = (qx[:, None] ** 2 + qy ** 2 - mu) / t
    f = 0.5 * (1 - np.tanh(x / 2))
    number = f.sum() * step ** 2
    flux = (f * qx[:, None]).sum() * step ** 2
    return number / (pi / 2), flux / number * 3 * pi / 4, mu


# Low-temperature law
t_low = 0.05
n_low, ratio_low, _ = thermal_sum(t_low)
law_low = 1 + pi ** 2 / 8 * t_low ** 2
assert abs(n_low - 1) < 1e-4
assert abs(ratio_low - law_low) < 3e-5

# Room temperature: direct sum against the Fermi-integral formula
kT = k_B * temperature
n_room, ratio_room, mu_room = thermal_sum(kT / E_F)
eta = mu_room * E_F / kT
F_half = float(mp.re(-mp.polylog(1.5, -mp.exp(eta))))
v_room = np.sqrt(2 * kT / (pi * mass_t)) * F_half / np.log1p(np.exp(eta))
assert abs(n_room - 1) < 1e-4
assert abs(ratio_room * v_inj / v_room - 1) < 1e-4


def film_levels(mass):
    """Two lowest levels of a hard-wall film by finite differences."""
    points = 1000
    dz = thickness / (points + 1)
    hop = hbar ** 2 / (2 * mass * dz ** 2)
    levels = eigh_tridiagonal(np.full(points, 2 * hop),
                              np.full(points - 1, -hop), eigvals_only=True,
                              select='i', select_range=(0, 1))
    formula = (pi * hbar * np.array([1, 2]) / thickness) ** 2 / (2 * mass)
    assert np.allclose(levels, formula, rtol=1e-4, atol=0)
    return levels


heavy, light = film_levels(mass_l), film_levels(mass_t)
gap_same = heavy[1] - heavy[0]
gap_other = light[0] - heavy[0]
assert min(gap_same, gap_other) > E_F

meV = 1e-3 * e
print(f"in-plane mass: {mass_t / m_e:.2f} m_e")
print(f"mass normal to film: {mass_l / m_e:.2f} m_e")
print(f"degeneracy g (spin x valley): {g}")
print(f"sheet density n: {density * 1e-4:.2e} cm^-2")
print(f"film thickness: {thickness * 1e9:.1f} nm")
print(f"factor 4/(3 pi): {4 / (3 * pi):.5f}")
print(f"factor 4 sqrt2/(3 pi), full-disk v_F: {4 * 2**.5 / (3 * pi):.5f}")
print(f"half-disk k_F: {k_F * 1e-9:.4f} nm^-1")
print(f"half-disk E_F: {E_F / meV:.2f} meV")
print(f"half-disk v_F: {v_F:.4e} m/s")
print(f"injection velocity, formula: {v_inj:.4e} m/s")
print(f"injection velocity, formula: {v_inj * 100:.3e} cm/s")
print(f"injection velocity, state filling: {v_count:.4e} m/s")
print(f"states filled in box (per spin and valley): {n_orbitals}")
print(f"box side: {box * 1e6:.1f} micrometre")
print(f"equilibrium full-disk v_F, same n: {v_F / 2**.5:.4e} m/s")
print(f"equilibrium full-disk E_F, same n: {E_F / 2 / meV:.2f} meV")
print(f"saturation drain voltage: {E_F / meV:.2f} mV")
print(f"current per width: {J * 1e-3:.4f} mA/micrometre")
for u, formula, counted in drain_rows:
    print(f"u = {u:.2f}: v/v_inj formula {formula:.4f}, filling {counted:.4f}")
print(f"gap to 2nd subband, same valleys: {gap_same / meV:.1f} meV")
print(f"gap to 1st subband, other valleys: {gap_other / meV:.1f} meV")
print(f"kT/E_F = {t_low}: velocity ratio, sum: {ratio_low:.6f}")
print(f"kT/E_F = {t_low}: velocity ratio, law: {law_low:.6f}")
print(f"temperature: {temperature:.0f} K, kT: {kT / meV:.2f} meV")
print(f"kT/E_F at 300 K: {kT / E_F:.4f}")
print(f"chemical potential at 300 K: {mu_room * E_F / meV:.2f} meV")
print(f"one-subband velocity at 300 K: {v_room:.4e} m/s")
print(f"ratio to zero-temperature value: {v_room / v_inj:.4f}")
print("verified")
```

Printed output:

```
in-plane mass: 0.19 m_e
mass normal to film: 0.92 m_e
degeneracy g (spin x valley): 4
sheet density n: 5.00e+12 cm^-2
film thickness: 3.0 nm
factor 4/(3 pi): 0.42441
factor 4 sqrt2/(3 pi), full-disk v_F: 0.60021
half-disk k_F: 0.5605 nm^-1
half-disk E_F: 63.00 meV
half-disk v_F: 3.4151e+05 m/s
injection velocity, formula: 1.4494e+05 m/s
injection velocity, formula: 1.449e+07 cm/s
injection velocity, state filling: 1.4494e+05 m/s
states filled in box (per spin and valley): 1250000
box side: 10.0 micrometre
equilibrium full-disk v_F, same n: 2.4149e+05 m/s
equilibrium full-disk E_F, same n: 31.50 meV
saturation drain voltage: 63.00 mV
current per width: 1.1611 mA/micrometre
u = 0.25: v/v_inj formula 0.2645, filling 0.2645
u = 0.50: v/v_inj formula 0.5245, filling 0.5245
u = 0.75: v/v_inj formula 0.7743, filling 0.7743
u = 1.00: v/v_inj formula 1.0000, filling 1.0000
u = 1.50: v/v_inj formula 1.0000, filling 1.0000
gap to 2nd subband, same valleys: 136.2 meV
gap to 1st subband, other valleys: 174.5 meV
kT/E_F = 0.05: velocity ratio, sum: 1.003094
kT/E_F = 0.05: velocity ratio, law: 1.003084
temperature: 300 K, kT: 25.85 meV
kT/E_F at 300 K: 0.4104
chemical potential at 300 K: 60.63 meV
one-subband velocity at 300 K: 1.6988e+05 m/s
ratio to zero-temperature value: 1.1721
verified
```
